\section*{Does parabolic layer growth identify lattice diffusion?}

\section{The argument under review}

The manuscript considers a layer of Nb$_3$Sn growing between bronze and niobium at 973 K. Its thickness $h$ after a time $t$ is

\begin{center}
\begin{tabular}{lccccc}
$t$ (h) & 1 & 4 & 16 & 64 & 100\\
$h$ ($\mu$m) & 0.403 & 0.804 & 1.601 & 3.176 & 3.955
\end{tabular}
\end{center}

A straight line through $\ln h$ against $\ln t$ has slope 0.496. The manuscript reasons: ``The growth is parabolic. Parabolic growth is the mark of lattice diffusion. The slope therefore gives the mechanism, and the prefactor gives the lattice diffusivity of tin.''

The first sentence is a fair reading of the table. The second needs examination, because the layer is made of columnar grains whose boundaries run from the bronze to the niobium. What exponent would those boundaries give? The thicknesses are calculated for a model layer, so the inference can be compared with a known transport path.

\section{Growth with two parallel paths}

Tin is taken as the mobile species, and lengths are measured in the frame of the immobile niobium. Let $X$ be the number of tin atoms per niobium atom, and let the layer contain $N$ niobium atoms per volume, with $N$ constant. The bronze face, $x=0$, is held at $X_{\rm high}$ and the growing face, $x=h$, at $X_{\rm low}$. The niobium ahead contains no tin, so an advance $dh$ uses $NX_{\rm low}\,dh$ tin atoms per area. Equating this to the tin that arrives and cancelling $N$ gives
\begin{equation}
X_{\rm low}\frac{dh}{dt}=\left\langle -D\,\frac{\partial X}{\partial x}\right\rangle_{x=h},
\label{balance}
\end{equation}
where the brackets average over the area of the face.

The diffusivity is $D_l$ inside a grain and $D_b$ in a boundary of width $\delta$. Grain and boundary are assumed to have equal $X$ where they meet; a constant segregation factor would multiply $D_b$, provided that the boundaries still held only a small part of the tin. For square columns of repeat distance $d$, the grain interior covers $(d-\delta)^2$ of each area $d^2$. The boundary fraction is therefore
\begin{equation}
f=1-\left(1-\frac{\delta}{d}\right)^2=\frac{2\delta}{d}-\frac{\delta^2}{d^2}.
\end{equation}

Suppose first that the composition profile settles quickly compared with the growth. The steady solution with the two fixed face values is
\begin{equation}
X=X_{\rm high}-(X_{\rm high}-X_{\rm low})\frac{x}{h}
\end{equation}
in the grain and in the boundary alike. It satisfies the steady diffusion equation in each region, is continuous between them, and has no lateral gradient, so no tin crosses from one path to the other. The two fluxes add in proportion to area:
\begin{equation}
D_{\rm eff}=(1-f)D_l+fD_b .
\end{equation}
With $\varepsilon=(X_{\rm high}-X_{\rm low})/X_{\rm low}$, Eq.~\eqref{balance} becomes
\begin{equation}
\frac{dh}{dt}=\frac{\varepsilon D_{\rm eff}}{h}
\quad\Rightarrow\quad
\frac{d(h^2)}{dt}=2\varepsilon D_{\rm eff}
\quad\Rightarrow\quad
h^2=2kt,\qquad k=\varepsilon D_{\rm eff},
\label{parabola}
\end{equation}
for $h(0)=0$ and constant $d$, $\delta$, temperature and face compositions. The exponent is $1/2$ whether $D_l$ or $D_b$ supplies the flux. It comes from a resistance proportional to thickness, and a boundary that spans the layer lengthens with the layer just as a lattice path does. The mechanism enters through $k$.

\section{What the composition profile changes}

Tin must also be stored in the new layer, which Eq.~\eqref{parabola} neglects. If the grains equilibrate laterally with their boundaries at each depth, averaging the diffusion equation over the area cancels the lateral fluxes and leaves $\partial_tX=D_{\rm eff}\,\partial_x^2X$. Try $h=2\lambda\sqrt{D_{\rm eff}t}$ with
\begin{equation}
\frac{X-X_{\rm low}}{X_{\rm high}-X_{\rm low}}
=1-\frac{\operatorname{erf}\!\big(x/2\sqrt{D_{\rm eff}t}\big)}{\operatorname{erf}\lambda},
\end{equation}
which solves that equation and meets both face conditions. Its slope at $x=h$, put into Eq.~\eqref{balance}, gives
\begin{equation}
\lambda\sqrt{\frac{D_{\rm eff}}{t}}
=\varepsilon D_{\rm eff}\,\frac{e^{-\lambda^2}}{\sqrt{\pi D_{\rm eff}t}\,\operatorname{erf}\lambda}
\quad\Rightarrow\quad
\sqrt{\pi}\,\lambda\,e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\label{stefan}
\end{equation}
Time has cancelled, so the exponent is still $1/2$, now with $k=2\lambda^2D_{\rm eff}$. For small $\lambda$ the left side is $2\lambda^2(1+2\lambda^2/3)$ to the first correction, hence $k\simeq\varepsilon D_{\rm eff}(1-\varepsilon/3)$, which returns to Eq.~\eqref{parabola} as $\varepsilon\to0$.

The opposite limit has frozen grains: their interiors keep the composition $X_{\rm low}$ with which they formed, and tin is stored in the boundaries alone. The same derivation applies with $D_b$ for $D_{\rm eff}$ and $f\varepsilon$ for $\varepsilon$, since a fraction $f$ of the area feeds the whole face. The exponent is again $1/2$, and $k\simeq\varepsilon fD_b(1-f\varepsilon/3)$.

Between these limits the grains fill slowly from the sides. This introduces a second time scale, proportional to $d^2/D_l$, and the growth need not be strictly parabolic. A round column whose rim is held at constant composition is 90\% filled after about $0.08\,d^2/D_l$. The size of the deviation has to be calculated.

\section{The layer in the table}

The tin fractions at the two faces are 0.25 and 0.18, so that
\begin{equation}
X_{\rm high}=\frac{0.25}{0.75}=0.3333,\quad
X_{\rm low}=\frac{0.18}{0.82}=0.2195,\quad
\varepsilon=0.5185 .
\end{equation}
With $d=100$ nm and $\delta=0.5$ nm, $f=0.009975$. Both diffusivities have a prefactor of 1 cm$^2$/s, with activation energies $Q_b=2.0$ eV and $Q_l=3.4$ eV. At 973.15 K this gives $D_b=4.389\times10^{-11}$ and $D_l=2.466\times10^{-18}$ cm$^2$/s. Then
\begin{align}
D_{\rm eff}&\simeq0.009975\times4.389\times10^{-11}=4.378\times10^{-13}\ \text{cm}^2/\text{s},\\
k&=0.5185\times4.378\times10^{-13}=2.270\times10^{-13}\ \text{cm}^2/\text{s}.
\end{align}
The lattice term is a fraction $5.6\times10^{-6}$ of $D_{\rm eff}$. After 100 h, or $3.6\times10^5$ s, Eq.~\eqref{parabola} gives $h=\sqrt{2kt}=4.04\ \mu$m.

The table comes from a fuller calculation that follows storage and lateral exchange in a round column of diameter $d$, which has the same $f$, behind a planar moving face. It gives $3.96\ \mu$m. The lattice diffusion length $\sqrt{D_lt}$ is 9.4 nm at the end, against a column half-width of 50 nm, so the grains are partly filled. The local exponent $d\ln h/d\ln t$ lies between 0.490 and 0.499 after the first hour. When $D_l$ is lowered to $10^{-23}$ cm$^2$/s, which freezes the grains, the final $k$ is 0.998 of $\varepsilon fD_b$, as the correction $f\varepsilon/3=0.0017$ requires.

For comparison, let an imaginary lattice without fast boundaries have the same $D_{\rm eff}$. By Eq.~\eqref{stefan} its thickness is $0.375\ \mu$m at 1 h and $3.749\ \mu$m at 100 h, with exponent $1/2$; the numerical scheme gives 0.376 and $3.752\ \mu$m. The boundary-fed exponent is 0.496. A difference of 0.004 could distinguish the two only in data of corresponding accuracy, free of the larger effects treated below.

The manuscript's last step can now be judged. Reading the final thickness as lattice growth through Eq.~\eqref{parabola} gives
\begin{equation}
\frac{h^2}{2\varepsilon t}=4.19\times10^{-13}\ \text{cm}^2/\text{s},
\end{equation}
which is $1.7\times10^5$ times the true $D_l$. The true lattice alone would have supplied a layer of less than 10 nm in 100 h. The parabola is sound; the name given to its diffusivity is wrong.

\section{When boundaries do not give one half}

The result was derived for boundaries fixed in time and uniform in depth. Suppose instead that the columns coarsen uniformly as $d^m=d_0^m+Kt$, with $m>1$. For boundary control and $\delta\ll d$, $f\simeq2\delta/d$ and
\begin{equation}
h^2=4\varepsilon\delta D_b\int_0^t\frac{ds}{d(s)}
=4\varepsilon\delta D_b\,\frac{m}{(m-1)K}\left(d^{\,m-1}-d_0^{\,m-1}\right).
\end{equation}
At late times $d\propto t^{1/m}$, so $h\propto t^{(m-1)/(2m)}$: exponent $1/4$ for $m=2$ and $1/3$ for $m=3$. If $d$ merely doubles during the anneal, the local exponent at its end is 0.375 for $m=2$ and 0.389 for $m=3$. Tin swept up by the moving boundaries is neglected here.

Columns may also widen with depth, $d(x)=d_0+ax$. The quasi-steady flux is the same at every depth, so the local resistances, proportional to $d(x)$, add in series:
\begin{equation}
\frac{dh}{dt}=\frac{2\varepsilon\delta D_b}{d_0h+ah^2/2}
\quad\Rightarrow\quad
\frac{d_0h^2}{2}+\frac{ah^3}{6}=2\varepsilon\delta D_b\,t .
\end{equation}
With $b=ah/d_0$, the local exponent is
\begin{equation}
\frac{t}{h}\frac{dh}{dt}=\frac{1/2+b/6}{1+b/2},
\end{equation}
which falls from $1/2$ to $1/3$ as $b$ grows. Columns that double in width across the layer, $b=1$, give 0.444.

A third condition is that tin leaving a boundary spreads over the growing face. Let it do so in a sheet of width $\delta$ and diffusivity $D_b$, under a round column of radius $R=d/2$. If the face consumes $q=X_{\rm low}\,dh/dt$ per area, the supply to a disc of radius $r$ obeys $2\pi r\delta D_b\,dX/dr=\pi r^2q$. The drop from rim to centre is then $qR^2/(4\delta D_b)$. The drop across the layer is $qh/(fD_b)$, so spreading acts at the centre as an added length
\begin{equation}
\ell=\frac{fR^2}{4\delta}=12.5\ \text{nm}.
\end{equation}
If the whole face advances at the rate set by its centre, $dh/dt=k/(h+\ell)$ and $h^2/2+\ell h=kt$. The local exponent is $\tfrac12[1+\ell/(h+\ell)]$, or 0.515 at 1 h and 0.502 at 100 h. A slower interface has a larger $\ell$ and approaches the parabola later.

\section{Evidence that would separate the paths}

The first useful experiment changes the column width at fixed temperature and face compositions. Boundary control with $\delta\ll d$ gives $k\propto1/d$, hence $h\propto d^{-1/2}$; lattice control gives no dependence on $d$. In the model, doubling $d$ to 200 nm reduces the final thickness from 3.955 to $2.828\ \mu$m, a ratio of 1.40 against $\sqrt2$.

The second changes the temperature. Let $\beta=1/k_BT$, with $k_B$ Boltzmann's constant, and let $w=fD_b/D_{\rm eff}$ be the boundary share of the flux. If $\varepsilon$ and $f$ do not vary with temperature,
\begin{equation}
Q=-\frac{d\ln k}{d\beta}
=\frac{fD_bQ_b+(1-f)D_lQ_l}{D_{\rm eff}}
=wQ_b+(1-w)Q_l .
\end{equation}
Here the quasi-steady $k$ gives $Q=2.00$ eV. In the fuller calculation the grains fill faster at higher temperature, which lowers the value read from $h^2$ at a fixed time. With the axial lattice flux negligible, $h^2=D_bt\,G(D_lt/d^2)$ for some function $G$, and the local exponent $p=d\ln h/d\ln t$ obeys $2p-1=d\ln G/d\ln(D_lt/d^2)$. Hence $Q=Q_b+(2p-1)Q_l$, which for $p=0.4905$ at 100 h is about 1.935 eV. Either number excludes lattice control if $Q_l=3.4$ eV is known independently; alone, it names no path. For these diffusivities equal shares would require columns about 18 mm wide, far wider than the layer is thick.

\section{Relation to real Nb$_3$Sn layers}

Grains near 100 nm and layers of a few micrometres are roughly typical of bronze-route conductors. The face compositions are rough phase limits, and the Arrhenius parameters are round model values, so the factor $1.7\times10^5$ belongs to the model. The model also assumes a constant tin supply, which a real wire need not provide. In thick bronze, parabolic growth draws a flux proportional to $t^{-1/2}$, and diffusion in a half-space answers with a constant surface depletion. For a rough bronze diffusivity of $10^{-9}$ cm$^2$/s and a layer with the tin content of stoichiometric Nb$_3$Sn, this is about 0.3 at.\% out of 8 at.\%, and less for a tin-poor layer. It alters $k$ but not the exponent. It requires bronze at least about twice as thick as its diffusion length, which is $190\ \mu$m after 100 h. The bronze between fine filaments is far thinner. With roughly 85 atoms/nm$^3$ in bronze and 10 tin atoms/nm$^3$ in the mostly tin-poor model layer, a planar bronze sheet of thickness $L$ can feed at most about $0.7L$ of Nb$_3$Sn, so a sheet thinner than about $6\ \mu$m would run out before the layer reached $4\ \mu$m. Voids, stress and filament curvature are also outside the model.

\section{Recommendation}

The manuscript may keep its parabolic rate constant and should call the derived quantity an effective diffusivity. The claim of lattice diffusion should be withdrawn unless it is supported by growth at several column widths, or by an activation energy compared with independent values for both paths. Micrographs at several times are needed as well, to show whether the columns kept their width. The numerical output below lists the main values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature: 973.15 K
anneal time: 100 h
column diameter d: 100 nm
boundary width delta: 0.5 nm
Sn fraction, bronze side: 0.25
Sn fraction, Nb side: 0.18
Sn per Nb, bronze side: 0.3333
Sn per Nb, Nb side: 0.2195
driving ratio eps: 0.5185
both Arrhenius prefactors: 1.0 cm2/s
activation energies Q_b, Q_l: 2.0, 3.4 eV
D_b: 4.389e-11 cm2/s
D_l: 2.466e-18 cm2/s
boundary area fraction f: 0.009975
D_eff: 4.378e-13 cm2/s
lattice share of D_eff: 5.58e-06
quasi-steady k: 2.270e-13 cm2/s
quasi-steady thickness at end: 4.043 um
time (h), boundary-fed h (um), lattice-fed h at same D_eff (um)
      1  0.403  0.376
      4  0.804  0.751
     16  1.601  1.501
     64  3.176  3.001
    100  3.955  3.752
fitted exponent, boundary-fed: 0.4959
fitted exponent, lattice-fed: 0.4997
local exponent range after 1 h, boundary-fed: 0.4905 to 0.4988
similarity k / quasi-steady k: 0.8600
frozen grains, computed k / formula: 0.9983
pure lattice, computed k / similarity: 1.0013
equal paths, computed k / similarity: 1.0012
thickness with doubled d: 2.828 um
thickness ratio, d to 2d: 1.3988
lattice D misread from parabola: 4.190e-13 cm2/s
misread D / true D_l: 1.70e+05
true lattice alone, thickness at end: 9.59 nm
column diameter for equal flux: 17.80 mm
apparent activation energy of k: 2.0000 eV
lattice diffusion length at end: 9.42 nm
exponent at end if d doubles, m=2: 0.3750
exponent at end if d doubles, m=3: 0.3889
exponent if columns double in width with depth: 0.4444
added length from interface spreading: 12.47 nm
spreading exponent at 1 h: 0.5154
spreading exponent at end: 0.5015
rough bronze diffusivity: 1.0e-09 cm2/s
rough bronze Sn content: 8.0 at.%
Sn drop at bronze surface: 0.298 at.%
bronze diffusion length: 190 um
\end{verbatim}
